# Heralded single-photon purity from the Schmidt coefficients of a photon pair

## 1. From the pair amplitude to the heralded photon

When two heralded photons from identical, independent sources meet at a balanced beam splitter, they should leave together, and coincidences between the two outputs should vanish. If the frequencies of each pair are entangled, this fails even with perfect detectors and perfect alignment. The unrecorded frequency of each herald leaves its partner in a mixture of wave packets, and two draws from that mixture need not match. For the longest source in the table of Section 2, coincidences occur in 21% of the trials instead of none. The figure that controls this error is the purity of the heralded photon, and it can be computed from the pair amplitude before a device is made.

### The pair state

Atomic units with $\hbar=1$ are used in the algebra, so frequency and energy are the same quantity. Let $x$ and $y$ be the detunings of signal and idler from their central frequencies. The operators $a^\dagger(x)$ and $b^\dagger(y)$ create one photon in each channel, with $[a(x),a^\dagger(x')]=\delta(x-x')$ and likewise for $b$; signal and idler operators commute. The part of the output that contains one pair is

$$|\psi\rangle=\iint f(x,y)\,a^\dagger(x)\,b^\dagger(y)\,|0\rangle\,dx\,dy,\qquad \iint |f(x,y)|^2\,dx\,dy=1 .$$

The function $f$ is the joint spectral amplitude. Writing the state in this way assumes that each channel has one spatial mode and one polarization, that the two photons can be told apart, and that the pump pulse is coherent and identical from shot to shot. If the spectral shape or the arrival time of the pump pulse varies from shot to shot, the pair state is itself a mixture and the results below do not apply as they stand. At low gain, variations of the pulse energy or of the overall phase alone are harmless, since they change only a prefactor of $f$ that normalization removes or that cancels in $\rho$.

### What the herald leaves behind

Let the idler detector respond with the same efficiency at every frequency, and let its click be accepted without a record of frequency or of arrival time within the pulse. On one idler photon the click is then represented by a multiple of the identity. For any signal observable $A$, the average over heralded events is $\langle\psi|A\otimes 1|\psi\rangle=\mathrm{Tr}(\rho A)$, with

$$\rho(x,x')=\int f(x,y)\,f^*(x',y)\,dy . \tag{1}$$

This is a sum over idler frequencies of the signal wave packets $f(\cdot,y)$ that each frequency would leave. The choice of frequency as the label has no significance. For any complete orthonormal set $w_m(y)$ of idler modes, outcome $m$ leaves the unnormalized packet $\int f(x,y)w_m^*(y)\,dy$, and the sum over outcomes is

$$\sum_m\iint f(x,y)f^*(x',y')\,w_m^*(y)w_m(y')\,dy\,dy'=\rho(x,x'),$$

because $\sum_m w_m^*(y)w_m(y')=\delta(y-y')$. What matters is that the outcome is not kept.

### Schmidt form

Equation (1) defines a positive operator with unit trace. Since $f$ is square integrable, $\rho$ has a discrete set of positive eigenvalues $\lambda_k$ with orthonormal eigenfunctions $u_k(x)$, and $\sum_k\lambda_k=1$. Define the idler functions

$$v_k(y)=\frac{1}{\sqrt{\lambda_k}}\int u_k^*(x)\,f(x,y)\,dx .$$

They are orthonormal, since

$$\int v_j^*(y)v_k(y)\,dy=\frac{1}{\sqrt{\lambda_j\lambda_k}}\iint u_k^*(x')\,\rho(x',x)\,u_j(x)\,dx\,dx'=\frac{\lambda_j\,\delta_{jk}}{\sqrt{\lambda_j\lambda_k}}=\delta_{jk}.$$

No part of $f$ lies outside the span of the $u_k$. If $\rho g=0$, then $\int|\int g^*(x)f(x,y)\,dx|^2dy=\langle g|\rho|g\rangle=0$, so $g$ has no overlap with $f$ for almost every $y$. Expanding $f$ in the $u_k$ therefore gives

$$f(x,y)=\sum_k\sqrt{\lambda_k}\,u_k(x)\,v_k(y). \tag{2}$$

The numbers $\sqrt{\lambda_k}$ multiply the modes and the $\lambda_k$ are probabilities. Here the name Schmidt coefficient means $\lambda_k$, not its square root. Confusing the two changes the purity, so code should state which it returns.

### Purity

In the eigenbasis, $\rho=\sum_k\lambda_k|u_k\rangle\langle u_k|$. Squaring and taking the trace gives

$$P=\mathrm{Tr}\,\rho^2=\sum_k\lambda_k^2=\frac1K, \tag{3}$$

where $K$, the Schmidt number, is the effective number of mode pairs. Because the $\lambda_k$ sum to one,

$$1-P=\Big(\sum_k\lambda_k\Big)^2-\sum_k\lambda_k^2=\sum_{j\neq k}\lambda_j\lambda_k .$$

Every term on the right is positive when two or more coefficients are nonzero. Hence $P=1$ if and only if a single coefficient survives, and by (2) this means

$$f(x,y)=g(x)\,h(y) \tag{4}$$

for almost all $x$ and $y$. Conversely, inserting (4) in (1) gives $\rho(x,x')\propto g(x)g^*(x')$, a pure state. This is the separability condition.

The same conclusion can be read from $f$ without a decomposition. Writing out the trace of $\rho^2$ gives

$$P=\int f(x,y)\,f^*(x',y)\,f(x',y')\,f^*(x,y')\;dx\,dx'\,dy\,dy' . \tag{5}$$

Now take $D=f(x,y)f(x',y')-f(x,y')f(x',y)$. In the integral of $|D|^2$ each squared term gives 1 by normalization, and each of the two cross terms gives $-P$ by (5). Therefore

$$1-P=\tfrac12\int|D|^2\,dx\,dx'\,dy\,dy' .$$

The impurity measures how far the values of $f$ at the corners of rectangles depart from those of a product.

Phase enters $D$ as well as magnitude. A factored joint intensity $|f|^2$ is necessary for separability but not sufficient: the phase of $f$ must also split into a function of $x$ plus a function of $y$, up to multiples of $2\pi$, wherever $f\neq0$. A phase that already has this form is harmless. It changes $u_k$ and $v_k$ by phase factors and leaves the $\lambda_k$ alone. Delay or dispersion in the separate output fibres is of this kind.

### Connection with interference

Let photons in pure packets $\phi$ and $\chi$ enter the two ports of a balanced beam splitter with outputs $c$ and $d$. The output state is

$$\tfrac12\big(c^\dagger_\phi+d^\dagger_\phi\big)\big(c^\dagger_\chi-d^\dagger_\chi\big)|0\rangle .$$

The part with one photon in each output is $\tfrac12(d^\dagger_\phi c^\dagger_\chi-c^\dagger_\phi d^\dagger_\chi)|0\rangle$. Its two terms each have unit norm before the prefactor, and their overlap is $|\langle\phi|\chi\rangle|^2$. The coincidence probability is thus $\tfrac14(2-2|\langle\phi|\chi\rangle|^2)$. Averaging over two independent photons, each described by the same $\rho$, replaces $|\langle\phi|\chi\rangle|^2$ by $\mathrm{Tr}\,\rho^2$:

$$p_{\rm coinc}=\tfrac12(1-P). \tag{6}$$

### Frequency-dependent heralding

Let the herald have efficiency $\eta(y)$, for instance because of a filter in the idler arm. The integrand of (1) acquires the weight $\eta(y)$, and the result is divided by the heralding probability $p=\iint\eta(y)|f(x,y)|^2dx\,dy$. This is the same as using the amplitude

$$f_\eta(x,y)=f(x,y)\sqrt{\eta(y)/p} \tag{7}$$

in all the formulas above. If $f$ is separable, so is $f_\eta$, and the purity is one for any filter that passes some light. In the other direction, $P=1$ requires $f_\eta$ to be a product. Where $\eta>0$ one can divide by $\sqrt\eta$ and conclude that $f$ itself factors there. Where $\eta=0$ nothing is learned. Unit purity therefore implies separability of the whole amplitude if the efficiency is nonzero at all idler frequencies present. A very narrow filter around $y_0$ leaves nearly the single packet $f(x,y_0)$, provided $f$ varies little across the passband. The photon is then nearly pure although the source is entangled, and the price is a small $p$.

### Evaluation on a grid

For uniform steps, sample $F_{mn}=f(x_m,y_n)$. Its singular values $s_k$ give

$$\lambda_k=\frac{s_k^2}{\sum_j s_j^2},\qquad P=\frac{\sum_{mn}|(FF^\dagger)_{mn}|^2}{[\mathrm{Tr}(FF^\dagger)]^2}. \tag{8}$$

The grid steps cancel in these ratios. For unequal steps, multiply $F_{mn}$ by the square root of the product of the two quadrature weights. The second form needs no decomposition. The complex amplitude must be used, since the square root of a measured intensity has lost the phase.

The grid must cover $f$ and resolve its narrowest feature. With $M$ points along the shorter side there are at most $M$ coefficients, and the Cauchy–Schwarz inequality gives $1=(\sum\lambda_k)^2\le M\sum\lambda_k^2$. A grid therefore cannot return a purity below $1/M$, however entangled the source.

### More than one pair

Separability concerns the one-pair part of the output. To see what remains, take a separable source, which feeds one signal mode $A$ and one idler mode $B$, and model its full output as $\exp[r(A^\dagger B^\dagger-AB)]|0\rangle$, with gain $r$ and mode shapes that do not change with gain. Write the state as $\sum_n c_n(r)|n,n\rangle$. Since $A^\dagger B^\dagger|n-1,n-1\rangle=n|n,n\rangle$ and $AB|n+1,n+1\rangle=(n+1)|n,n\rangle$,

$$\frac{dc_n}{dr}=n\,c_{n-1}-(n+1)\,c_{n+1},\qquad c_n(0)=\delta_{n0}.$$

The solution is $c_n=\tau^n/\cosh r$ with $\tau=\tanh r$. Indeed $d\tau/dr=1-\tau^2$ and $d(1/\cosh r)/dr=-\tau/\cosh r$, so the left side is $[n\tau^{n-1}(1-\tau^2)-\tau^{n+1}]/\cosh r$, which equals the right side. The pair number has probabilities $(1-\tau^2)\tau^{2n}$ and mean $N=\tau^2/(1-\tau^2)$.

An ideal detector that clicks for one or more idler photons removes $n=0$, which has probability $1-\tau^2$. Tracing over the idler number leaves the signal in a mixture of number states with weights $(1-\tau^2)\tau^{2(n-1)}$ for $n\ge1$. The sum of their squares is a geometric series:

$$P_{\rm full}=\frac{(1-\tau^2)^2}{1-\tau^4}=\frac{1-\tau^2}{1+\tau^2}=\frac{1}{1+2N}. \tag{9}$$

The one-photon fraction is $1-\tau^2=1/(1+N)$. For $N=0.01$ pairs per pulse these are 0.980 and 0.990. Unlike the one-pair purity, these figures depend on the detector efficiency. A detector of uniform efficiency $\eta<1$ clicks on $n$ photons with probability $1-(1-\eta)^n$, so the ratio of the two-photon to the one-photon weight becomes $(2-\eta)\tau^2$. For small $N$ this gives $1-P_{\rm full}\approx2(2-\eta)N$, up to twice the ideal loss. With a detector that does not resolve the photon number, separability thus gives unit purity to the full heralded state only in the limit of weak pumping, and the formulas for $P$ describe its one-photon part.

## 2. A waveguide source and its separability condition

The symbols carried over are the detunings $x$ (signal) and $y$ (idler), the normalized joint spectral amplitude $f(x,y)$, and its Schmidt coefficients $\lambda_k$, which sum to one. With a herald of uniform efficiency the purity is $P=\sum_k\lambda_k^2$, also given by the four-fold integral (5). It equals one exactly when $f(x,y)=g(x)h(y)$. A herald efficiency $\eta(y)$ multiplies $f$ by $\sqrt{\eta}$ before renormalization. As before, $\hbar=1$ in the algebra.

### Amplitude of the source

Consider a waveguide in which one pump photon splits into signal and idler. To first order in the interaction, with an undepleted pump, the amplitude adds contributions from all positions $z$. Integration over time fixes the pump frequency at the sum of the two photon frequencies, so that

$$f(x,y)\propto\alpha(x+y)\int g(z)\,e^{i\Delta k\,z}\,dz,\qquad \Delta k=k_p-k_s-k_i .$$

Here $\alpha$ is the pump spectrum, $g(z)$ the profile of the nonlinearity, and frequency-dependent prefactors are taken as constant over the band. Let phase matching, with a poling period if needed, make $\Delta k=0$ at the centre. Since $dk/d\omega=n/c$ with $n$ the group index, to first order

$$\Delta k=\kappa_s x+\kappa_i y,\qquad \kappa_s=\frac{n_p-n_s}{c},\quad \kappa_i=\frac{n_p-n_i}{c}.$$

Take $\alpha=\exp[-(x+y)^2/(2\sigma^2)]$ and $g=\exp[-z^2/(2\ell^2)]$, in a waveguide centred on $z=0$ and at least $6\ell$ long, so that the integral can be extended to all $z$ with little error. Completing the square in $z$ gives $\int g\,e^{i\Delta kz}dz=\sqrt{2\pi}\,\ell\,e^{-\ell^2\Delta k^2/2}$. With $\mathcal N$ for the normalization,

$$f=\mathcal N e^{-ax^2-by^2-2cxy},\quad a=\frac{1+u^2}{2\sigma^2},\quad b=\frac{1+v^2}{2\sigma^2},\quad c=\frac{1+uv}{2\sigma^2}, \tag{10}$$

where $u=\sigma\ell\kappa_s$ and $v=\sigma\ell\kappa_i$ are dimensionless. From here on $c$ denotes this cross coefficient; the speed of light appears only in the product $\hbar c$. Four-wave mixing uses two pump photons and needs its own $f$; Section 1 applies to it unchanged.

### The Gaussian integral

A chirped pump makes the coefficients complex, so let $c=c_r+ic_i$. In (5), $x$ appears once in $f$ and once in $f^*$, and so does each other variable. The imaginary parts of $a$ and $b$ cancel, and from here $a$ and $b$ denote real parts. The cross terms in the exponent are

$$-2\big(cxy+c^*x'y+cx'y'+c^*xy'\big)=-2c_r(x+x')(y+y')-2ic_i(x-x')(y-y').$$

Set $X_\pm=(x\pm x')/\sqrt2$ and $Y_\pm=(y\pm y')/\sqrt2$, a rotation with unit Jacobian. The exponent separates into a part in $X_+,Y_+$ with cross term $-4c_rX_+Y_+$ and a part in $X_-,Y_-$ with cross term $-4ic_iX_-Y_-$. Both have the form

$$I(\gamma)=\iint e^{-2aX^2-2bY^2-4\gamma XY}dX\,dY=\sqrt{\frac{\pi}{2b}}\sqrt{\frac{\pi}{2(a-\gamma^2/b)}}=\frac{\pi}{2\sqrt{ab-\gamma^2}},$$

found by completing the square in $Y$ and then integrating over $X$. Normalization of $|f|^2$ reads $\mathcal N^2I(c_r)=1$. Hence $P=\mathcal N^4I(c_r)I(ic_i)=I(ic_i)/I(c_r)$, or

$$P=\sqrt{\frac{ab-c_r^2}{ab+c_i^2}} . \tag{11}$$

### When the source is separable

For an unchirped pump $c_i=0$. Expanding the products gives $(1+u^2)(1+v^2)=(u-v)^2+(1+uv)^2$, so $4\sigma^4(ab-c^2)=(u-v)^2$ and

$$P=\frac{|u-v|}{\sqrt{(u-v)^2+(1+uv)^2}} . \tag{12}$$

Unit purity requires $uv=-1$. The group index of the pump must lie between those of signal and idler, and the profile length must be

$$\ell_{\rm sep}=\frac{1}{\sigma\sqrt{-\kappa_s\kappa_i}} . \tag{13}$$

The pump contributes $-xy/\sigma^2$ to the exponent of $f$, which favours opposite detunings. Phase matching contributes $-\ell^2\kappa_s\kappa_i\,xy$, which favours equal signs when $\kappa_s\kappa_i<0$. At $\ell_{\rm sep}$ the two cancel.

The tolerance follows by writing $s=\ell/\ell_{\rm sep}$, so that $uv=-s^2$:

$$P=\Big[1+\frac{(s-1/s)^2}{d^2}\Big]^{-1/2},\qquad d=\frac{|\kappa_s|+|\kappa_i|}{\sqrt{|\kappa_s\kappa_i|}}\ge2 .$$

For a small relative error $\epsilon=s-1$, $s-1/s\approx2\epsilon$ and $1-P\approx2\epsilon^2/d^2$. The loss is of second order. Since only the product $\sigma\ell$ enters, an error in pump width has the same effect.

Other arrangements of the group indices behave differently:

- If $\kappa_s$ and $\kappa_i$ have the same sign, rewrite the radicand in (12) as $(u+v)^2+(1-uv)^2$. Then $P\le|\kappa_s-\kappa_i|/|\kappa_s+\kappa_i|$, with equality at $uv=1$. No choice of length reaches one.
- If $\kappa_i=0$, then $P=|u|/\sqrt{1+u^2}$. Unity is approached as $1-P\approx1/(2u^2)$ but not reached. This limit belongs to the linear $\Delta k$. In a real waveguide the phase from the neglected quadratic terms grows with $\ell$, and unless those terms happen to cancel, the purity passes through a maximum and falls again at long lengths.
- If $\kappa_s$ approaches $\kappa_i$, $P$ tends to zero. In that limit the linear $\Delta k$ no longer bounds $x-y$, and higher dispersion must be included.

### Numerical example

Take round model parameters: $\sigma=0.002$ eV, $n_p=2.20$, $n_s=2.15$ and $n_i=2.28$. The index differences are $+0.05$ and $-0.08$. With $\hbar c=1973.27$ eV Å restored, (13) gives

$$\ell_{\rm sep}=\frac{1973.27}{0.002\sqrt{0.05\times0.08}}\ \text{Å}=1.56\times10^7\ \text{Å},$$

or 1.56 mm. Three profile lengths compare as follows.

| $\ell$ (Å) | $u$ | $v$ | $P$ | $K$ |
|---|---|---|---|---|
| $5.00\times10^6$ | 0.253 | −0.405 | 0.592 | 1.69 |
| $1.56\times10^7$ | 0.791 | −1.265 | 1.000 | 1.00 |
| $5.00\times10^7$ | 2.534 | −4.054 | 0.579 | 1.73 |

For the last row, $u-v=6.588$ and $1+uv=-9.273$, so $P=6.588/\sqrt{43.40+85.99}=0.579$. By (6), coincidences remain in $(1-0.579)/2=21\%$ of trials. The short source is impure because the pump correlation dominates, the long one because phase matching does.

Changing the idler index to 2.12 makes both differences positive, 0.05 and 0.08. The ceiling is then $0.03/0.13=0.231$. With $n_i=n_p$ instead, the longest profile gives $P=0.930$, and one four times longer gives 0.995.

### Schmidt coefficients of the Gaussian

For real $c$ the whole spectrum is available. Let $-1<\mu<1$ and define

$$M(X,Y)=\frac{1}{\sqrt{\pi(1-\mu^2)}}\exp\Big[-\frac{(1+\mu^2)(X^2+Y^2)-4\mu XY}{2(1-\mu^2)}\Big].$$

Apply it to $G(Y,t)=e^{-Y^2/2+2tY-t^2}$, whose expansion in powers of $t$ generates the Hermite functions. The $Y$ exponent is $-Y^2/(1-\mu^2)+2Y[\mu X/(1-\mu^2)+t]$. Its integral cancels the prefactor and leaves $\exp[\mu^2X^2/(1-\mu^2)+2\mu tX+(1-\mu^2)t^2]$. Together with the remaining factors,

$$\int M(X,Y)\,G(Y,t)\,dY=e^{-X^2/2+2\mu tX-\mu^2t^2}=G(X,\mu t).$$

Comparing powers of $t$, the normalized Hermite functions $h_k$ satisfy $Mh_k=\mu^kh_k$. They form a complete orthonormal set, so $M=\sum_k\mu^kh_k(X)h_k(Y)$, which is Mehler's formula. With $q=\mu^2$, normalization gives

$$\lambda_k=(1-q)q^k,\qquad P=\frac{(1-q)^2}{1-q^2}=\frac{1-q}{1+q},\qquad q=\frac{1-P}{1+P}. \tag{14}$$

To match $f$, put $X=\sqrt{2aP}\,x$ and $Y=\sqrt{2bP}\,y$. The squares then agree because $(1+q)/(1-q)=1/P$. The cross term agrees if $\mu$ has the sign opposite to $c$ and $c^2/(ab)=4q/(1+q)^2=1-P^2$, which is (11) with $c_i=0$. The leading signal mode is proportional to $e^{-aPx^2}$.

For the longest profile, $q=0.4208/1.5792=0.266$, and the first four coefficients are 0.734, 0.195, 0.052 and 0.014.

### Pump chirp

Multiply the pump spectrum by $e^{i\varphi(x+y)^2/2}$. Its cross term $i\varphi xy$ must equal $-2ic_ixy$, so $c_i=-\varphi/2$. The intensity $|f|^2$ is unchanged. At $\ell_{\rm sep}$, where $c_r=0$ and $4ab=(u-v)^2/\sigma^4$, equation (11) becomes

$$P=\Big[1+\frac{\varphi^2\sigma^4}{(u-v)^2}\Big]^{-1/2}.$$

For $\varphi=1/\sigma^2=2.5\times10^5$ eV$^{-2}$ and $(u-v)^2=4.225$, this is $P=0.899$. The joint intensity still factors perfectly, and an estimate from it alone would give one.

### Filtering the herald

Let $\eta(y)=e^{-y^2/w^2}$. Then $\sqrt\eta=e^{-y^2/(2w^2)}$ changes $b$ to $b'=b+1/(2w^2)$. For an unchirped pump, (11) and the ratio of the normalization integrals give

$$P_w=\sqrt{1-\frac{c^2}{ab'}},\qquad p=\sqrt{\frac{ab-c^2}{ab'-c^2}} .$$

For the longest profile and $w=0.0002$ eV, multiplication by $\sigma^2$ gives $a=3.710$, $b=8.718$, $c=-4.636$ and $b'=58.718$. The purity rises from 0.579 to 0.949, while the fraction of heralds kept is 0.235. As $w\to0$, $1-P_w$ falls as $w^2$ and $p$ falls as $w$.

### Uniform nonlinearity

A waveguide of length $L$ with constant $g$ has a sinc-shaped phase-matching function. Its purity is easier to see in time. A Fourier transform in each variable separately is unitary and preserves the $\lambda_k$. Transform with $e^{-ixt_s-iyt_i}$ and use $S=x+y$ in place of $x$. The integral over $y$ then gives $\delta[t_s-t_i-(\kappa_s-\kappa_i)z]$, which fixes $z$, and the integral over $S$ transforms the pump. For $\kappa_s\ne\kappa_i$,

$$\tilde f\propto g\Big(\frac{t_s-t_i}{\kappa_s-\kappa_i}\Big)e^{-\sigma^2T^2/2},\qquad T=\frac{\kappa_st_i-\kappa_it_s}{\kappa_s-\kappa_i}. \tag{15}$$

With constant $g$, $\tilde f$ is nonzero inside the band $|t_s-t_i|<|\kappa_s-\kappa_i|L/2$ and zero outside it. A product is nonzero on a product of two sets. Since the band contains points at every $t_s$ and at every $t_i$, both sets would have to be the whole line, and the product would not vanish outside the band. A uniform waveguide is therefore not separable at any length in this model.

For the example indices, (15) was sampled on a square time grid with the band edges midway between grid points. The second form of (8) was then maximized over half-widths of the band from $1.5/\sigma$ to $7/\sigma$. The highest purity found was 0.806, at $L=4.5\times10^7$ Å, or 4.5 mm. By (6) this leaves coincidences in about 10% of trials, which shaping the nonlinearity or filtering the herald can reduce.
